# Entropy production and the heat current of a conductor, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the entropy balance to the heat current

In a model conductor with electrons as carriers, worked out in Section 2, the energy current along $x$ is $-3.76\times10^{3}\ \mathrm{W/m^2}$ if the band edge is assigned the energy zero. If the same band edge is called $+1$ eV, the energy current is $-6.94\times10^{4}\ \mathrm{W/m^2}$. If it is called $-5$ eV, the current is $+3.24\times10^{5}\ \mathrm{W/m^2}$ and has changed sign. Nothing in the conductor has changed. A thermometer or a heat sink cannot respond to such a label, so the energy current cannot by itself be the heat current. Subtracting the chemical potential times the particle current gives $-1.79\times10^{3}\ \mathrm{W/m^2}$ in all three cases. The entropy balance shows why this is the right subtraction.

### Balance equations

Consider a uniform material with one kind of mobile carrier, of charge $q$ (negative for electrons). The band energy $\varepsilon$ of a carrier is measured from the local band edge. Let $n$ be the number of carriers per volume, $u$ their band energy per volume, $\mathbf J_N$ the particle current density and $\mathbf J_\varepsilon$ the current density of band energy. An electric field $\mathbf E$ and a magnetic field $\mathbf B$ act on the carriers.

Carriers are neither created nor destroyed, so

$$\frac{\partial n}{\partial t}=-\nabla\cdot\mathbf J_N. \tag{1}$$

The band energy of one carrier with velocity $\mathbf v$ changes at the rate force times velocity,

$$q(\mathbf E+\mathbf v\times\mathbf B)\cdot\mathbf v=q\mathbf E\cdot\mathbf v ,$$

because $\mathbf v\times\mathbf B$ is perpendicular to $\mathbf v$. Summing over the carriers in a unit volume turns $\mathbf v$ into $\mathbf J_N$. With the inflow of band energy added,

$$\frac{\partial u}{\partial t}=-\nabla\cdot\mathbf J_\varepsilon+q\mathbf E\cdot\mathbf J_N. \tag{2}$$

Collisions are taken to conserve the energy of the carriers. If energy also passes to a lattice at the same temperature, then $u$, the entropy density and the energy current must include the lattice part, and the steps below keep their form.

### Local equilibrium

Each small region is assumed to be close enough to equilibrium to have a temperature $T$ and a chemical potential $\zeta$, the latter measured from the local band edge like $\varepsilon$. For a region of fixed volume, thermodynamics gives $dU=T\,dS+\zeta\,dN$. Division by the volume yields the relation between the densities,

$$T\,ds=du-\zeta\,dn, \tag{3}$$

where $s$ is the entropy per volume. No magnetic work term appears, since the carriers are assumed to have no equilibrium magnetization. This holds for the semiclassical model of Section 2, in which the equilibrium occupation depends on $\varepsilon$ alone. If there were magnetization, circulating currents would exist even in equilibrium, and they would have to be subtracted before the fluxes were identified with transport.

Equation (3) already shows what heat means here. Adding a carrier together with the energy $\zeta$ leaves the entropy unchanged. A carrier therefore brings heat to the extent that it brings energy different from $\zeta$.

### The heat balance

Divide (3) by $dt$ at a fixed position and insert (1) and (2):

$$T\frac{\partial s}{\partial t}=-\nabla\cdot\mathbf J_\varepsilon+q\mathbf E\cdot\mathbf J_N+\zeta\,\nabla\cdot\mathbf J_N. \tag{4}$$

The last term has a positive sign because $-\zeta$ multiplies $-\nabla\cdot\mathbf J_N$. The product rule gives

$$\zeta\,\nabla\cdot\mathbf J_N=\nabla\cdot(\zeta\mathbf J_N)-\mathbf J_N\cdot\nabla\zeta .$$

The divergences in (4) then combine into that of a single vector, and the remaining terms are both proportional to $\mathbf J_N$. Define

$$\mathbf J_Q=\mathbf J_\varepsilon-\zeta\mathbf J_N,\qquad \boldsymbol{\mathcal F}=q\mathbf E-\nabla\zeta. \tag{5}$$

Equation (4) becomes

$$T\frac{\partial s}{\partial t}+\nabla\cdot\mathbf J_Q=\mathbf J_N\cdot\boldsymbol{\mathcal F}. \tag{6}$$

The vector $\boldsymbol{\mathcal F}$ is the net driving force per carrier. It contains the electric force and the tendency to diffuse towards lower chemical potential. In equilibrium the two cancel, even where the electric field itself is not zero.

### Entropy production

A balance of entropy needs $\partial s/\partial t$ without the factor $T$. Divide (6) by $T$ and use

$$\frac1T\nabla\cdot\mathbf J_Q=\nabla\cdot\!\left(\frac{\mathbf J_Q}{T}\right)-\mathbf J_Q\cdot\nabla\frac1T .$$

Moving the last term to the right-hand side gives

$$\frac{\partial s}{\partial t}+\nabla\cdot\!\left(\frac{\mathbf J_Q}{T}\right)=\Sigma, \tag{7}$$

$$\Sigma=\mathbf J_Q\cdot\nabla\frac1T+\mathbf J_N\cdot\frac{\boldsymbol{\mathcal F}}{T}. \tag{8}$$

If $\mathbf J_Q/T$ is the entropy current, then $\Sigma$ is the entropy produced per volume and time. The condition is not empty. For any vector field $\mathbf W$, one could add $\mathbf W$ to the entropy current and $\nabla\cdot\mathbf W$ to the source, and the balance would still hold. Macroscopic algebra cannot exclude this. Section 2 settles the matter by calculating the entropy current from the occupations of the carrier states.

Equation (7) follows from conservation laws and (3), whatever law relates the fluxes to the gradients. It was tested numerically on a Fermi gas with freely prescribed fluxes, in units with $k=1$, where $k$ is Boltzmann's constant. Both sides came out as $-0.2487$. The negative value does not contradict the second law, because the prescribed fluxes are not the response of a material to the prescribed gradients. That $\Sigma\ge0$ for a real response is a further statement, which requires a collision law.

### Conjugate fluxes and forces

Fluxes and forces are called conjugate if the entropy production is the sum of their products. Equation (8) supplies the pairs

$$\mathbf J_N\leftrightarrow\mathbf X_N=\frac{\boldsymbol{\mathcal F}}{T},\qquad
\mathbf J_Q\leftrightarrow\mathbf X_Q=\nabla\frac1T=-\frac{\nabla T}{T^2}. \tag{9}$$

Both forces vanish in equilibrium. The minus sign in $\mathbf X_Q$ makes ordinary heat conduction, from hot to cold, contribute positively.

In electrical variables, $\mathbf J=q\mathbf J_N$ is the electric current density and $\boldsymbol{\mathcal E}=\boldsymbol{\mathcal F}/q$ is the effective field. The charge cancels in the product $\mathbf J_N\cdot\boldsymbol{\mathcal F}=\mathbf J\cdot\boldsymbol{\mathcal E}$, so

$$\Sigma=\frac{\mathbf J\cdot\boldsymbol{\mathcal E}}{T}-\frac{\mathbf J_Q\cdot\nabla T}{T^2}. \tag{10}$$

Two limits show the content of this formula. At uniform temperature, $T\Sigma=\mathbf J\cdot\boldsymbol{\mathcal E}$ is the Joule heat. With no particle current, the production comes from heat conduction alone. Take a steady bar of unit cross-section that carries a heat current $J_Q$ from a hot end at $T_h$ to a cold end at $T_c$. By (6), $J_Q$ is then uniform, and integration of $J_Q\,d(1/T)/dx$ along the bar gives $J_Q(1/T_c-1/T_h)$. This is positive, and it equals the entropy delivered at the cold end minus that taken in at the hot end.

When both forces act, an individual term of (10) may be negative. A current can carry heat towards the hot side, as it does in the example of Section 2. The second law restricts the sum.

### Total energy and the electrochemical potential

Let the fields now be static, with $\mathbf E=-\nabla\phi$. A carrier has the total energy $\varepsilon+q\phi$, and the corresponding current and chemical potential are

$$\mathbf J_E=\mathbf J_\varepsilon+q\phi\,\mathbf J_N,\qquad \mu=\zeta+q\phi. \tag{11}$$

The quantity $\mu$ is called the electrochemical potential. Its gradient is $\nabla\mu=\nabla\zeta-q\mathbf E$, so that

$$\boldsymbol{\mathcal F}=-\nabla\mu. \tag{12}$$

Subtracting $\mu\mathbf J_N$ from $\mathbf J_E$ cancels the electrostatic part, which occurs once with each sign:

$$\mathbf J_E-\mu\mathbf J_N=\mathbf J_\varepsilon+q\phi\,\mathbf J_N-\zeta\mathbf J_N-q\phi\,\mathbf J_N=\mathbf J_\varepsilon-\zeta\mathbf J_N .$$

Therefore

$$\mathbf J_Q=\mathbf J_E-\mu\mathbf J_N. \tag{13}$$

The symbol $\mu$ in this statement must follow the convention used for the energy current. The electrochemical potential belongs with the total energy, and $\zeta$ belongs with the band energy. Subtracting $\zeta\mathbf J_N$ from $\mathbf J_E$ would leave a spurious current $q\phi\mathbf J_N$.

The total energy has no source. With $\phi$ independent of time, (1) and (2) give

$$\frac{\partial(u+q\phi n)}{\partial t}
=-\nabla\cdot\mathbf J_\varepsilon-q\nabla\phi\cdot\mathbf J_N-q\phi\,\nabla\cdot\mathbf J_N
=-\nabla\cdot\mathbf J_E, \tag{14}$$

where the last two terms have been combined by the product rule. If the potential varied in time, the source $qn\,\partial\phi/\partial t$ would appear. The balance (7), in terms of $\mathbf E$ and band energy, does not need a static potential.

In a steady state $\nabla\cdot\mathbf J_E=0$, whereas (6) gives

$$\nabla\cdot\mathbf J_Q=\mathbf J_N\cdot\boldsymbol{\mathcal F}=-\mathbf J_N\cdot\nabla\mu. \tag{15}$$

Heat therefore need not be conserved along the conductor even though the total energy is. As carriers move down the gradient of $\mu$, the part $\mu\mathbf J_N$ of the energy current decreases and the heat part grows by the same amount.

### A second set of conjugate pairs

The energy current may be used as a flux if the force on the particles is changed as well. Insert (12) and (13) into (8):

$$\Sigma=\mathbf J_E\cdot\nabla\frac1T-\mathbf J_N\cdot\left[\mu\nabla\frac1T+\frac{\nabla\mu}{T}\right].$$

The bracket is the gradient of the product $\mu\cdot(1/T)$, hence

$$\Sigma=\mathbf J_E\cdot\nabla\frac1T-\mathbf J_N\cdot\nabla\frac{\mu}{T}. \tag{16}$$

The conjugate set is thus not unique. The flux $\mathbf J_E$ goes with $\nabla(1/T)$ provided that $\mathbf J_N$ goes with $-\nabla(\mu/T)$. The flux $\mathbf J_Q$ goes with $\nabla(1/T)$ provided that $\mathbf J_N$ goes with $-\nabla\mu/T$.

### Changing the energy zero

Add a constant $c$ to the energy of every one-carrier state. Each carrier then transports the additional energy $c$, so

$$\mathbf J_E'=\mathbf J_E+c\,\mathbf J_N. \tag{17}$$

The chemical potential must also change. Equilibrium occupations depend on the energy of a state minus $\mu$, and at fixed temperature the density rises monotonically with $\mu$. The density is a physical fact that the relabelling does not alter, so there is one admissible value,

$$\mu'=\mu+c. \tag{18}$$

The heat current is then

$$\mathbf J_Q'=\mathbf J_E+c\,\mathbf J_N-(\mu+c)\mathbf J_N=\mathbf J_Q. \tag{19}$$

The forces in (9) are unchanged because $\nabla\mu'=\nabla\mu$. In the second set, the flux and the force both change, but their contributions cancel: the first term of (16) gains $c\,\mathbf J_N\cdot\nabla(1/T)$ and the second loses the same amount.

Such a cancellation is absent if the sets are mixed. The expression

$$\Sigma_{\rm mix}=\mathbf J_E\cdot\nabla\frac1T-\mathbf J_N\cdot\frac{\nabla\mu}{T}
=\Sigma+\mu\,\mathbf J_N\cdot\nabla\frac1T \tag{20}$$

shifts by $c\,\mathbf J_N\cdot\nabla(1/T)$ with the energy zero. It cannot be an entropy production.

Independence of the energy zero is necessary for a heat current, but it does not identify one. The band-energy current $\mathbf J_\varepsilon$ is also unaffected by a relabelling, since it refers to the band edge, which moves with all other energies. What distinguishes $\mathbf J_Q$ from $\mathbf J_\varepsilon$ is its relation to entropy.

## 2. Entropy current, collisions and Onsager's relation

The carriers have charge $q$, temperature $T$ and chemical potential $\zeta$ measured from the band edge. Their particle and band-energy currents are $\mathbf J_N$ and $\mathbf J_\varepsilon$. Section 1 gave the heat current $\mathbf J_Q=\mathbf J_\varepsilon-\zeta\mathbf J_N$, equal to $\mathbf J_E-\mu\mathbf J_N$ when energy and chemical potential share another zero. The force per carrier is $\boldsymbol{\mathcal F}=q\mathbf E-\nabla\zeta=-\nabla\mu$, the last form holding for static potentials. The proposed entropy production is $\Sigma=\mathbf J_Q\cdot\nabla(1/T)+\mathbf J_N\cdot\boldsymbol{\mathcal F}/T$, with $\mathbf J_Q/T$ as entropy current. A kinetic model can now test this division between current and source.

### The entropy current from occupations

Take independent carriers in an isotropic parabolic band, $\varepsilon=p^2/2m$ and $\mathbf v=\mathbf p/m$. The symbol $\sum$ denotes $2\int d^3p/h^3$, the sum over states per volume with two spin directions. A state with occupation $f$ has the entropy $k\,\eta(f)$, where

$$\eta(f)=-f\ln f-(1-f)\ln(1-f),\qquad \eta'(f)=\ln\frac{1-f}{f}. \tag{21}$$

Entropy moves with the velocity of the states, so its current is

$$\mathbf J_S=k\sum\mathbf v\,\eta(f). \tag{22}$$

Write $f=f_0+\delta f$ with the local equilibrium occupation $f_0=1/[e^{(\varepsilon-\zeta)/kT}+1]$. Since $(1-f_0)/f_0=e^{(\varepsilon-\zeta)/kT}$, one has $\eta'(f_0)=(\varepsilon-\zeta)/kT$. The term $\sum\mathbf v\,\eta(f_0)$ vanishes because opposite momenta cancel. To first order in $\delta f$,

$$\mathbf J_S=\frac1T\sum\mathbf v(\varepsilon-\zeta)\,\delta f=\frac{\mathbf J_\varepsilon-\zeta\mathbf J_N}{T}=\frac{\mathbf J_Q}{T}. \tag{23}$$

Definition (22) contains occupations and velocities but no energies, so no energy zero can enter it. The chemical potential appears in (23) because the entropy gained by filling a state vanishes at $\varepsilon=\zeta$, where $f_0=1/2$.

The entropy balance singles out $\mathbf J_Q=\mathbf J_\varepsilon-\zeta\mathbf J_N$, and the occupations of the carrier states confirm, to first order in the departure from local equilibrium, that $\mathbf J_Q/T$ is the entropy current. It remains to calculate the entropy production from a collision law and establish its sign, to derive Onsager's relation for the model, and to work out the numerical conductor.
